# Why localised defect levels agree between functionals while band edges move: a numerical check

```python
"""
Result under test: between a semilocal functional (PBE) and a hybrid (PBE0),
a localised charge transition level shifts by the CHORD of
    D(hole) = E_hybrid(hole) - E_semilocal(hole)
between hole = 0 and hole = 1, whereas the edge of a band made from the same
orbital shifts by the TANGENT of D at hole = 0. The chord is small, the
tangent is not.
Symbols: hole = missing electron per molecule (0..1); level = E(0) - E(1);
edge = highest occupied eigenvalue of the neutral molecule; W = exact minus
PBE exchange energy; a = fraction of exact exchange (0.25).
All levels are relative to vacuum. The molecule is NH3 at fixed geometry.
The last part treats a monolayer channel with rough, MoS2-like parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from pyscf import gto, dft, scf, lib

lib.num_threads(1)
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10      # angstrom
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # eV nm
A_EXACT = 0.25
XC = {"PBE": "pbe,pbe", "PBE0": "0.25*HF + 0.75*PBE, PBE"}
BASIS = "6-31+g*"

# ---------- geometry: threefold axis along z, mirror plane y -> -y ----------
bond, angle = 1.01, np.radians(107.0)
sin_tilt = 2 / np.sqrt(3) * np.sin(angle / 2)
radius, height = bond * sin_tilt, -bond * np.sqrt(1 - sin_tilt**2)
atoms = [("N", np.zeros(3))]
for phi in (0.0, 2 * np.pi / 3, -2 * np.pi / 3):
    atoms.append(("H", np.array([radius * np.cos(phi),
                                 radius * np.sin(phi), height])))
mol = gto.M(atom=[(s, tuple(x)) for s, x in atoms], basis=BASIS, verbose=0)
grids = dft.gen_grid.Grids(mol)
grids.level = 1
grids.build()
HOMO = mol.nelectron // 2 - 1


def solve(name, hole, guess=None):
    """Self-consistent molecule with a fractional hole in one spin channel."""
    mf = dft.UKS(mol)
    mf.xc, mf.grids = XC[name], grids
    mf.conv_tol, mf.max_cycle = 1e-9, 100

    def occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, len(mo_energy[0])))
        occ[:, :HOMO + 1] = 1.0
        occ[1, HOMO] = 1.0 - hole
        return occ

    mf.get_occ = occupations
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


holes = (0.0, 0.25, 0.5, 1.0)
runs, energy, eigen = {}, {}, {}
for name in XC:
    guess = None
    for hole in holes:
        mf = solve(name, hole, guess)
        guess = np.asarray(mf.make_rdm1())
        runs[name, hole] = mf
        energy[name, hole] = mf.e_tot * HARTREE
        eigen[name, hole] = mf.mo_energy[1][HOMO] * HARTREE

level = {n: energy[n, 0.0] - energy[n, 1.0] for n in XC}
edge = {n: eigen[n, 0.0] for n in XC}
level_shift = level["PBE0"] - level["PBE"]
edge_shift = edge["PBE0"] - edge["PBE"]

# Janak: the level is the average of the eigenvalue over the occupation
janak = {n: (eigen[n, 0.0] + 4 * eigen[n, 0.5] + eigen[n, 1.0]) / 6
         for n in XC}
for n in XC:
    # three-point quadrature of a gently curved eigenvalue
    assert abs(janak[n] - level[n]) < 0.15, (n, janak[n], level[n])
assert abs(level_shift) < 0.3 * abs(edge_shift)
assert edge_shift < -0.5

# ---------- first-order exchange difference from PBE orbitals ----------
hf_tool = scf.UHF(mol)
W = {}
for hole in holes:
    mf = runs["PBE", hole]
    dm = np.asarray(mf.make_rdm1())
    K = hf_tool.get_k(mol, dm)
    _, ex_pbe, vx_pbe = mf._numint.nr_uks(mol, grids, "pbe,", dm)
    W[hole] = (-0.5 * np.einsum("sij,sji->", K, dm) - ex_pbe) * HARTREE
    if hole == 0.0:
        h = mf.mo_coeff[1][:, HOMO]
        edge_first = A_EXACT * HARTREE * (h @ (-K[1] - vx_pbe[1]) @ h)
D = {x: energy["PBE0", x] - energy["PBE", x] for x in holes}
for x in holes[1:]:
    # orbital relaxation enters only at second order
    assert abs((D[x] - D[0.0]) - A_EXACT * (W[x] - W[0.0])) < 0.12, x
level_first = -A_EXACT * (W[1.0] - W[0.0])
assert abs(edge_first - edge_shift) < 0.25
arch = D[0.5] - 0.5 * (D[0.0] + D[1.0])
assert arch > 0.1

# ---------- real two-molecule cation, integer electron number ----------
R = 20.0                                                    # angstrom
pair_atoms = []
for side in (1, -1):
    for s, x in atoms:
        pair_atoms.append((s, (side * (x[0] + R / 2), x[1], x[2])))
pair = gto.M(atom=pair_atoms, basis=BASIS, charge=1, spin=1,
             symmetry=True, verbose=0)
assert pair.groupname == "C2v"
pair_cost, pair_law = {}, {}
for name, a in (("PBE", 0.0), ("PBE0", A_EXACT)):
    mf = dft.UKS(pair)
    mf.xc, mf.grids.level, mf.conv_tol = XC[name], 1, 1e-8
    mf.irrep_nelec = {"A1": (4, 3)}     # hole in the even combination
    mf.kernel()
    assert mf.converged
    pair_cost[name] = mf.e_tot * HARTREE - 2 * energy[name, 0.0]
    pair_law[name] = (2 * (energy[name, 0.5] - energy[name, 0.0])
                      + (1 - a) * HARTREE * BOHR / (4 * R))
    # integration-grid noise is a few meV
    assert abs(pair_cost[name] - pair_law[name]) < 0.03, name

# ---------- charging energy of a hole spread over a square flake ----------
def spread_energy(n, spacing):
    """Coulomb energy (eV) of charge 1/n^2 on each site of an n by n array."""
    k = np.arange(-(n - 1), n)
    dx, dy = np.meshgrid(k, k)
    pairs = (n - abs(dx)) * (n - abs(dy))
    dist = np.hypot(dx, dy)
    keep = dist > 0
    return 0.5 * COULOMB / spacing * np.sum(pairs[keep] / dist[keep]) / n**4


spread20, spread40 = spread_energy(20, 2.0), spread_energy(40, 2.0)
assert 1.8 < spread20 / spread40 < 2.1

# ---------- shift of the electrostatic scale through the dipole ----------
dip = {n: np.asarray(runs[n, 0.0].dip_moment(
    mol, runs[n, 0.0].make_rdm1(), unit="AU", verbose=0))[2] for n in XC}
dipole_change = (dip["PBE0"] - dip["PBE"]) * BOHR * 0.1     # e nm
scale_shift = 4 * np.pi * COULOMB * dipole_change * 1.0     # 1 per nm^2
assert abs(scale_shift) < 0.1 * abs(edge_shift)

# ---------- one orbital exp(-r)/sqrt(pi) with occupation f ----------
nodes, weights = np.polynomial.legendre.leggauss(400)
r = 15.0 * (nodes + 1)
w = 15.0 * weights


def orbital_exchange(f):
    """Exact and PBE exchange energy (eV) of a spin-polarised density."""
    n = f * np.exp(-2 * r) / np.pi
    enclosed = f * (1 - np.exp(-2 * r) * (1 + 2 * r + 2 * r**2))
    exact = -0.5 * (np.sum(w * enclosed**2 / r**2) + f**2 / 30.0)
    zero = np.zeros_like(r)
    rho = np.array([2 * n, -4 * n, zero, zero])   # spin scaling: 2n
    exc = dft.libxc.eval_xc("pbe,", rho, spin=0)[0]
    return exact * HARTREE, np.sum(w * 4 * np.pi * r**2 * n * exc) * HARTREE


ex_full, ex_half = orbital_exchange(1.0), orbital_exchange(0.5)
assert abs(ex_full[0] / HARTREE + 5 / 16) < 1e-5
err_full, err_half = ex_full[1] - ex_full[0], ex_half[1] - ex_half[0]
assert err_half < 0 and abs(err_half) > 3 * abs(err_full)
power = np.log2(ex_full[1] / ex_half[1])
assert 1.2 < power < 1.4

# ---------- image energy of a charged cell of a polarisable sheet ----------
def image_energy(side, r0):
    """Periodic minus isolated energy (eV); uniform sheet background;
    screened interaction 2 pi/(q (1 + r0 q)); lengths in nm."""
    smear = 0.02 * side
    k = np.arange(-80, 81)
    kx, ky = np.meshgrid(k, k)
    G = 2 * np.pi / side * np.hypot(kx, ky)
    G = G[G > 0]
    lattice = np.sum(2 * np.pi * np.exp(-(G * smear)**2)
                     / (G * (1 + r0 * G))) / side**2
    free = quad(lambda q: np.exp(-(q * smear)**2) / (1 + r0 * q),
                0, 8 / smear, limit=300)[0]
    return 0.5 * COULOMB * (lattice - free)


k = np.arange(-300, 301)
kx, ky = np.meshgrid(k, k)
dist = np.hypot(kx, ky)
direct = 0.5 * (np.sum(1 / dist[dist > 0]) - 4 * np.arcsinh(1.0) * 601)
reciprocal = image_energy(1.0, 0.0) / COULOMB
assert abs(direct - reciprocal) < 0.01      # smearing and finite-sum error

# ---------- monolayer channel, rough MoS2-like parameters ----------
T, trap, mass, field_MV = 300.0, -5.0, 0.5, 0.1
valence = {"semilocal": -5.9, "hybrid": -6.3}
conduction = {"semilocal": -4.2, "hybrid": -4.1}
kT = sc.k * T / sc.e
depth = {n: trap - valence[n] for n in valence}
fraction = {n: depth[n] / (conduction[n] - valence[n]) for n in valence}
slowdown = np.exp((depth["hybrid"] - depth["semilocal"]) / kT)
wrong_vbm = valence["hybrid"] + depth["semilocal"]
wrong_gap = valence["hybrid"] + fraction["semilocal"] * (
    conduction["hybrid"] - valence["hybrid"])
cell, r0_sl, r0_hyb = 1.6, 4.0, 3.6
image_sl, image_hyb = image_energy(cell, r0_sl), image_energy(cell, r0_hyb)
F = field_MV * 1e8                                          # V/m
eps_env = 4.0
poole = 2 * np.sqrt(COULOMB * 1e-9 * F / eps_env)
tunnel = (4 * np.sqrt(2 * mass * sc.m_e) * (depth["semilocal"] * sc.e)**1.5
          / (3 * sc.hbar * sc.e * F))
thermal = depth["semilocal"] / kT
density = 1e12                                              # cm^-2
states = 2 * mass * sc.m_e * sc.k * T / (2 * np.pi * sc.hbar**2) * 1e-4

# ---------- output ----------
print(f"NH3 input: N-H {bond:.2f} angstrom, H-N-H {np.degrees(angle):.0f} deg")
print("basis", BASIS, "; energies from vacuum")
for n in XC:
    print(f"{n}: localised level (+/0) = {level[n]:.3f} eV")
    print(f"{n}: band edge (eigenvalue) = {edge[n]:.3f} eV")
    print(f"{n}: eigenvalue at hole 0.5, 1 = "
          f"{eigen[n, 0.5]:.3f}, {eigen[n, 1.0]:.3f} eV")
    print(f"{n}: occupation-averaged eigenvalue = {janak[n]:.3f} eV")
print(f"level shift PBE->PBE0: {level_shift:.3f} eV")
print(f"  first-order estimate: {level_first:.3f} eV")
print(f"edge shift PBE->PBE0: {edge_shift:.3f} eV")
print(f"  first-order estimate: {edge_first:.3f} eV")
for x in holes[1:]:
    print(f"D({x:.2f})-D(0) = {D[x]-D[0.0]:.3f} eV; "
          f"first order {A_EXACT*(W[x]-W[0.0]):.3f} eV")
print(f"arch of D above its chord at hole 0.5: {arch:.3f} eV")
for x in holes[:0:-1]:
    v = [(energy[n, 0.0] - energy[n, x]) / x for n in XC]
    print(f"hole over {1/x:.0f} sites: PBE {v[0]:.3f}, PBE0 {v[1]:.3f}, "
          f"shift {v[1]-v[0]:.3f} eV")
for n in XC:
    print(f"pair cation at {R:.0f} angstrom, {n}: {pair_cost[n]:.3f} eV; "
          f"law {pair_law[n]:.3f} eV")
print(f"charging energy, 20x20 and 40x40 sites, 2 nm apart: "
      f"{spread20:.4f}, {spread40:.4f} eV")
print(f"scale shift by dipole change, 1 NH3/nm2: {scale_shift:.4f} eV")
print(f"one orbital, f=1: exact {ex_full[0]:.3f}, PBE {ex_full[1]:.3f}, "
      f"error {err_full:.3f} eV")
print(f"one orbital, f=0.5: exact {ex_half[0]:.3f}, PBE {ex_half[1]:.3f}, "
      f"error {err_half:.3f} eV")
print(f"PBE exchange power of f between 0.5 and 1: {power:.3f}")
print(f"image constant, direct / reciprocal: {direct:.4f} / {reciprocal:.4f}")
print(f"CHANNEL (rough inputs): trap {trap:.1f} eV, T {T:.0f} K, "
      f"kT {kT:.5f} eV")
for n in valence:
    print(f"{n}: edges {valence[n]:.1f}, {conduction[n]:.1f} eV; "
          f"trap above valence {depth[n]:.2f} eV")
    print(f"  below conduction {conduction[n]-trap:.2f} eV; "
          f"gap fraction {fraction[n]:.3f}")
print(f"hole emission slower with hybrid edges by factor {slowdown:.2e}")
print(f"wrong transfer: from valence edge {wrong_vbm:.2f} eV, "
      f"by gap fraction {wrong_gap:.2f} eV")
print(f"cell {cell:.1f} nm, screening lengths {r0_sl:.1f}, {r0_hyb:.1f} nm")
print(f"image energies {image_sl:.4f}, {image_hyb:.4f} eV; "
      f"difference {image_hyb-image_sl:.4f} eV")
print(f"field {field_MV:.1f} MV/cm, permittivity {eps_env:.0f}: "
      f"Poole-Frenkel lowering {poole:.3f} eV")
print(f"mass {mass:.1f} m_e: tunnel exponent {tunnel:.0f}, "
      f"thermal exponent {thermal:.1f}")
print(f"twofold level degeneracy: kT ln2 = {kT*np.log(2):.4f} eV")
print(f"carriers {density:.1e} cm^-2 / thermal states {states:.2e} cm^-2 "
      f"= {density/states:.3f}")
print("all tests passed")
```

It prints:

```
NH3 input: N-H 1.01 angstrom, H-N-H 107 deg
basis 6-31+g* ; energies from vacuum
PBE: localised level (+/0) = -10.858 eV
PBE: band edge (eigenvalue) = -6.002 eV
PBE: eigenvalue at hole 0.5, 1 = -10.882, -15.600 eV
PBE: occupation-averaged eigenvalue = -10.855 eV
PBE0: localised level (+/0) = -10.753 eV
PBE0: band edge (eigenvalue) = -7.591 eV
PBE0: eigenvalue at hole 0.5, 1 = -10.780, -13.809 eV
PBE0: occupation-averaged eigenvalue = -10.753 eV
level shift PBE->PBE0: 0.104 eV
  first-order estimate: 0.111 eV
edge shift PBE->PBE0: -1.589 eV
  first-order estimate: -1.681 eV
D(0.25)-D(0) = 0.294 eV; first order 0.293 eV
D(0.50)-D(0) = 0.377 eV; first order 0.378 eV
D(1.00)-D(0) = -0.104 eV; first order -0.111 eV
arch of D above its chord at hole 0.5: 0.429 eV
hole over 1 sites: PBE -10.858, PBE0 -10.753, shift 0.104 eV
hole over 2 sites: PBE -8.421, PBE0 -9.175, shift -0.754 eV
hole over 4 sites: PBE -7.198, PBE0 -8.376, shift -1.178 eV
pair cation at 20 angstrom, PBE: 8.602 eV; law 8.601 eV
pair cation at 20 angstrom, PBE0: 9.311 eV; law 9.310 eV
charging energy, 20x20 and 40x40 sites, 2 nm apart: 0.0501, 0.0259 eV
scale shift by dipole change, 1 NH3/nm2: -0.0160 eV
one orbital, f=1: exact -8.504, PBE -8.325, error 0.178 eV
one orbital, f=0.5: exact -2.126, PBE -3.456, error -1.330 eV
PBE exchange power of f between 0.5 and 1: 1.268
image constant, direct / reciprocal: -1.9497 / -1.9483
CHANNEL (rough inputs): trap -5.0 eV, T 300 K, kT 0.02585 eV
semilocal: edges -5.9, -4.2 eV; trap above valence 0.90 eV
  below conduction 0.80 eV; gap fraction 0.529
hybrid: edges -6.3, -4.1 eV; trap above valence 1.30 eV
  below conduction 0.90 eV; gap fraction 0.591
hole emission slower with hybrid edges by factor 5.24e+06
wrong transfer: from valence edge -5.40 eV, by gap fraction -5.14 eV
cell 1.6 nm, screening lengths 4.0, 3.6 nm
image energies -0.4371, -0.4665 eV; difference -0.0294 eV
field 0.1 MV/cm, permittivity 4: Poole-Frenkel lowering 0.120 eV
mass 0.5 m_e: tunnel exponent 412, thermal exponent 34.8
twofold level degeneracy: kT ln2 = 0.0179 eV
carriers 1.0e+12 cm^-2 / thermal states 5.40e+12 cm^-2 = 0.185
all tests passed
```
